# Counting occupied width subbands in a 5 nm thick silicon sheet: test program

```python
# Result under test: in a hard-wall silicon sheet of thickness t and width W the
# number of width subbands with bottom below the Fermi energy E_F is
#   N(W) = sum over open ladders of [ceil(W / w) - 1],
#   w = pi*hbar / sqrt(2*m_y*(E_F - E_n)),  E_n = (hbar*pi*n/t)^2 / (2*m_z).
# A ladder is a valley pair (Z, Y or X, named by its long axis) with thickness
# index n; it is open if E_n < E_F. m_z, m_y: masses along thickness and width.
# Energies are in meV from the bulk conduction-band edge, lengths in nm.
# Independent road: finite-difference diagonalization of the 2D cross-section.
import math
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy import constants as const

# hbar^2 / (2 * electron mass) in meV nm^2
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18
M_LONG, M_TRANS = 0.92, 0.19
THICKNESS = 5.0
E_FERMI = 100.0
WIDTHS = [5.0, 10.0, 20.0, 30.0, 40.0, 50.0]
MASSES = {"Z": (M_LONG, M_TRANS),      # (m_z, m_y) in electron masses
          "Y": (M_TRANS, M_LONG),
          "X": (M_TRANS, M_TRANS)}


def thickness_level(valley, n):
    return KIN * (math.pi * n / THICKNESS)**2 / MASSES[valley][0]


def bottom(valley, n, m, width):
    return (thickness_level(valley, n)
            + KIN * (math.pi * m / width)**2 / MASSES[valley][1])


def step_width(valley, n):
    gap = E_FERMI - thickness_level(valley, n)
    return math.pi * math.sqrt(KIN / (MASSES[valley][1] * gap))


def ladder_count(ladder, width):
    return math.ceil(width / step_width(*ladder)) - 1


def second_difference(length, points):
    h = length / (points + 1)
    return sp.diags([-np.ones(points - 1), 2 * np.ones(points),
                     -np.ones(points - 1)], [-1, 0, 1]) / h**2


def grid_levels(valley, width, nz=40, ny=200, number=22):
    """Lowest eigenvalues of the unseparated cross-section Hamiltonian."""
    mz, my = MASSES[valley]
    ham = KIN * (sp.kron(sp.identity(ny), second_difference(THICKNESS, nz)) / mz
                 + sp.kron(second_difference(width, ny), sp.identity(nz)) / my)
    start = np.random.default_rng(1).standard_normal(nz * ny)
    values = np.sort(eigsh(ham.tocsc(), k=number, sigma=0.0, v0=start,
                           return_eigenvectors=False))
    assert values[-1] > E_FERMI    # every level below E_F has been found
    return values


ladders = [(v, n) for v in MASSES for n in range(1, 10)
           if thickness_level(v, n) < E_FERMI]

# Counts and energies at each width, formula against diagonalization.
# The grid error is second order in the spacing: below 0.3 meV here.
largest_error = 0.0
grid_totals = {}
for width in WIDTHS:
    grid_totals[width] = 0
    for valley in MASSES:
        levels = grid_levels(valley, width)
        occupied = levels[levels < E_FERMI]
        predicted = sum(ladder_count(lad, width)
                        for lad in ladders if lad[0] == valley)
        assert len(occupied) == predicted, (valley, width)
        grid_totals[width] += len(occupied)
        formula = np.sort([bottom(valley, n, m, width)
                           for n in range(1, 10) for m in range(1, 40)])
        if len(occupied):
            error = np.max(np.abs(occupied - formula[:len(occupied)]))
            largest_error = max(largest_error, error)
assert largest_error < 0.3

# One more grid level must drop below E_F across each ladder's first threshold.
for valley, n in ladders:
    threshold = step_width(valley, n)
    below = np.sum(grid_levels(valley, 0.98 * threshold) < E_FERMI)
    above = np.sum(grid_levels(valley, 1.02 * threshold) < E_FERMI)
    assert above - below == 1, (valley, n)

# Mean step rate against the increase found by diagonalization.
rate = sum(1 / step_width(*lad) for lad in ladders)
increase = grid_totals[WIDTHS[-1]] - grid_totals[WIDTHS[0]]
mean_increase = rate * (WIDTHS[-1] - WIDTHS[0])
assert abs(increase - mean_increase) < len(ladders)

# Square wire: the Z and Y ground levels agree up to the unequal grid spacings.
square_z = grid_levels("Z", THICKNESS)[0]
square_y = grid_levels("Y", THICKNESS)[0]
assert abs(square_z - square_y) < 0.1

print(f"masses m_l, m_t = {M_LONG:.2f}, {M_TRANS:.2f} electron masses")
print(f"thickness = {THICKNESS:.1f} nm, Fermi energy = {E_FERMI:.1f} meV")
print(f"hbar^2 pi^2/(2 m_e) = {KIN * math.pi**2:.2f} meV nm^2")
for valley, top in (("Z", 3), ("Y", 2), ("X", 2)):
    for n in range(1, top + 1):
        print(f"thickness level {valley}, n={n}: "
              f"{thickness_level(valley, n):.2f} meV")
for valley, n in ladders:
    print(f"open ladder {valley}, n={n}: E_F - E_n = "
          f"{E_FERMI - thickness_level(valley, n):.2f} meV, "
          f"step width = {step_width(valley, n):.3f} nm")
print("occupied subbands, each valley pair counted once:")
for width in WIDTHS:
    counts = [ladder_count(lad, width) for lad in ladders]
    parts = ", ".join(f"{v}{n}: {c}" for (v, n), c in zip(ladders, counts))
    print(f"W = {width:.0f} nm: {parts}; total {sum(counts)}, "
          f"with both valleys {2 * sum(counts)}")
for width in WIDTHS:
    everything = [(bottom(v, n, m, width), v, n, m) for v in MASSES
                  for n in range(1, 10) for m in range(1, 40)]
    high = max(s for s in everything if s[0] < E_FERMI)
    low = min(s for s in everything if s[0] >= E_FERMI)
    print(f"W = {width:.0f} nm: highest occupied {high[0]:.2f} meV "
          f"({high[1]}, n={high[2]}, m={high[3]}), lowest empty "
          f"{low[0]:.2f} meV ({low[1]}, n={low[2]}, m={low[3]})")
thermal = const.k * 300 / const.e * 1e3
print(f"kT at 300 K = {thermal:.2f} meV")
print(f"Fermi factor of lowest empty bottom, W = {WIDTHS[-1]:.0f} nm, 300 K: "
      f"{1 / (1 + math.exp((low[0] - E_FERMI) / thermal)):.3f}")
print(f"mean step rate = {rate:.4f} per nm")
print(f"increase from 5 to 50 nm: counted {increase}, "
      f"mean-rate estimate {mean_increase:.2f}")
print(f"square wire, lowest bottom: Z {bottom('Z', 1, 1, THICKNESS):.2f} meV, "
      f"Y {bottom('Y', 1, 1, THICKNESS):.2f} meV, "
      f"X {bottom('X', 1, 1, THICKNESS):.2f} meV")
print(f"largest grid-formula difference, occupied levels: "
      f"{largest_error:.3f} meV")
print("verified")
```

It prints:

```
masses m_l, m_t = 0.92, 0.19 electron masses
thickness = 5.0 nm, Fermi energy = 100.0 meV
hbar^2 pi^2/(2 m_e) = 376.03 meV nm^2
thickness level Z, n=1: 16.35 meV
thickness level Z, n=2: 65.40 meV
thickness level Z, n=3: 147.14 meV
thickness level Y, n=1: 79.16 meV
thickness level Y, n=2: 316.66 meV
thickness level X, n=1: 79.16 meV
thickness level X, n=2: 316.66 meV
open ladder Z, n=1: E_F - E_n = 83.65 meV, step width = 4.864 nm
open ladder Z, n=2: E_F - E_n = 34.60 meV, step width = 7.563 nm
open ladder Y, n=1: E_F - E_n = 20.84 meV, step width = 4.429 nm
open ladder X, n=1: E_F - E_n = 20.84 meV, step width = 9.746 nm
occupied subbands, each valley pair counted once:
W = 5 nm: Z1: 1, Z2: 0, Y1: 1, X1: 0; total 2, with both valleys 4
W = 10 nm: Z1: 2, Z2: 1, Y1: 2, X1: 1; total 6, with both valleys 12
W = 20 nm: Z1: 4, Z2: 2, Y1: 4, X1: 2; total 12, with both valleys 24
W = 30 nm: Z1: 6, Z2: 3, Y1: 6, X1: 3; total 18, with both valleys 36
W = 40 nm: Z1: 8, Z2: 5, Y1: 9, X1: 4; total 26, with both valleys 52
W = 50 nm: Z1: 10, Z2: 6, Y1: 11, X1: 5; total 32, with both valleys 64
W = 5 nm: highest occupied 95.51 meV (Z, n=1, m=1), lowest empty 144.56 meV (Y, n=1, m=2)
W = 10 nm: highest occupied 98.96 meV (X, n=1, m=1), lowest empty 115.95 meV (Y, n=1, m=3)
W = 20 nm: highest occupied 98.96 meV (X, n=1, m=2), lowest empty 104.71 meV (Y, n=1, m=5)
W = 30 nm: highest occupied 98.96 meV (X, n=1, m=3), lowest empty 100.58 meV (Z, n=2, m=4)
W = 40 nm: highest occupied 99.86 meV (Y, n=1, m=9), lowest empty 104.71 meV (Y, n=1, m=10)
W = 50 nm: highest occupied 98.96 meV (X, n=1, m=5), lowest empty 102.71 meV (Y, n=1, m=12)
kT at 300 K = 25.85 meV
Fermi factor of lowest empty bottom, W = 50 nm, 300 K: 0.474
mean step rate = 0.6662 per nm
increase from 5 to 50 nm: counted 30, mean-rate estimate 29.98
square wire, lowest bottom: Z 95.51 meV, Y 95.51 meV, X 158.33 meV
largest grid-formula difference, occupied levels: 0.169 meV
verified
```
